# High-density limit of PBE correlation for a two-electron hydrogenic density

## Question

I want the correlation energy of the spin-unpolarized two-electron density

$$n_Z(r)=\frac{2Z^3}{\pi}e^{-2Zr}$$

as $Z\to\infty$, in Hartree atomic units. In LDA the correlation energy per electron behaves as $\gamma\ln r_s-\omega$ at high density, so my LDA energy runs off to minus infinity. PBE adds a gradient term $H$ to the same LDA energy, and I am told that the total stays finite. I do not see how, because $H$ contains $t^2$, which also diverges. What is the PBE limit, and how close is it to the limit of the exact functional?

## Answer

The two divergences cancel at each point in space, leaving an integral over a function of the reduced gradient.

### Scaling of the variables

Set $x=Zr$. Then $n\,d^3r$ becomes $8x^2e^{-2x}dx$, which integrates to 2. The other ingredients are

$$r_s=\left(\frac{3}{4\pi n}\right)^{1/3}=\left(\frac38\right)^{1/3}\frac{e^{2x/3}}{Z},\qquad k_F=(3\pi^2n)^{1/3}=(6\pi)^{1/3}Ze^{-2x/3}.$$

Since $|\nabla n|=2Zn$, the reduced gradient is

$$s=\frac{|\nabla n|}{2k_Fn}=\frac{Z}{k_F}=(6\pi)^{-1/3}e^{2x/3},$$

which does not depend on $Z$. PBE correlation uses $t=|\nabla n|/(2k_sn)$ with $k_s^2=4k_F/\pi$. With $k_F=(9\pi/4)^{1/3}/r_s$,

$$t^2=s^2\frac{k_F^2}{k_s^2}=\frac{\pi k_F}{4}s^2=\frac{c^2s^2}{r_s},\qquad c^2=\frac{\pi}{4}\left(\frac{9\pi}{4}\right)^{1/3}=1.5073.$$

So $t^2$ grows as $Z$ at fixed $x$.

### The LDA divergence

The electron-gas constants used in PBE are $\gamma=(1-\ln2)/\pi^2=0.031091$ and $\omega=0.046644$. The mean of $x$ per electron is $\frac12\int_0^\infty 8x^3e^{-2x}dx=\frac32$. Averaging $\ln r_s=\frac13\ln\frac38+\frac23x-\ln Z$ and multiplying by two electrons gives

$$E_c^{\rm LDA}\to-2\gamma\ln Z+2\gamma\left(1+\tfrac13\ln\tfrac38\right)-2\omega=-0.06218\ln Z-0.05144.$$

The divergence is therefore $-\ln Z$ times $2\gamma$.

### Why PBE stays finite

For zero spin polarization,

$$H=\gamma\ln\left[1+\frac\beta\gamma t^2\frac{1+At^2}{1+At^2+A^2t^4}\right],\qquad A=\frac{\beta/\gamma}{e^{-\varepsilon_c/\gamma}-1},$$

with $\beta=0.066725$. Define $y=At^2$ and $L=e^{-\varepsilon_c/\gamma}$. The definition of $A$ gives $(\beta/\gamma)t^2=(L-1)y$, so

$$H=\gamma\ln[1+(L-1)g],\qquad g=\frac{y+y^2}{1+y+y^2}.$$

Now add $\varepsilon_c=\gamma\ln(1/L)$:

$$\varepsilon_c+H=\gamma\ln\left[g+\frac{1-g}{L}\right].$$

No limit has been taken yet. At high density $\varepsilon_c\to-\infty$, hence $L\to\infty$ and the second term drops out. In the same limit $A\to(\beta/\gamma)/L=(\beta/\gamma)r_se^{-\omega/\gamma}$. The factor $r_s$ cancels the $1/r_s$ in $t^2$:

$$y\to\chi s^2,\qquad \chi=\frac\beta\gamma c^2e^{-\omega/\gamma}=2.146\times1.5073\times0.2231=0.7216.$$

Because $1/g=1+1/(y+y^2)$, the limiting energy per electron is

$$\varepsilon_c+H\to-\gamma\ln\left[1+\frac{1}{y+y^2}\right].$$

If the gradient vanishes, then $g=0$ and $\varepsilon_c+H=\varepsilon_c$, so a uniform density keeps the logarithmic divergence. Here $s$ is at least $(6\pi)^{-1/3}=0.376$.

The limit may be taken under the integral. Where $r_s\le1$, $y$ has a positive lower bound, so $\varepsilon_c+H$ is bounded. Where $r_s>1$, it lies between $\varepsilon_c$ and 0, and the number of electrons there tends to zero.

### The PBE number

$$E_c^{\rm PBE}\to-\gamma\int_0^\infty8x^2e^{-2x}\ln\left[1+\frac1{y+y^2}\right]dx,\qquad y=\chi(6\pi)^{-2/3}e^{4x/3}=0.1019\,e^{4x/3}.$$

For example, at $x=1$ one has $y=0.3865$ and $y+y^2=0.5359$. The logarithm is $\ln2.866=1.053$, so the energy per electron is $-0.0327$ hartree. It is $-0.0713$ at the nucleus and $-0.0008$ at $x=3$. Gauss–Legendre quadrature of the whole integral gives

$$E_c^{\rm PBE}\to-0.0479\ \text{hartree}\;(-1.303\ \text{eV}).$$

Integrating the full functionals at finite $Z$, with the Perdew–Wang electron-gas energy, shows the approach (energies in hartree):

| $Z$ | PBE | LDA |
|---:|---:|---:|
| 10 | −0.0486 | −0.2041 |
| 1000 | −0.0480 | −0.4812 |
| 1000000 | −0.0479 | −0.9105 |

The density is hydrogenic in every row; it is not the ground-state density of a real ion at that $Z$. The approach of PBE is not monotonic: the value is $-0.0415$ at $Z=1$, passes the limit between $Z=3$ and $Z=5$, reaches about $-0.0486$ near $Z=10$ to $20$, and then returns to $-0.0479$.

### What the exact functional does

Let $F_\alpha[n]$ be the minimum of $\langle T+\alpha V_{ee}\rangle$ over wavefunctions with density $n$. Let $E_c^\alpha[n]$ be $F_\alpha[n]$ minus the same expectation value in the Kohn–Sham state $\Phi_0$. Compressing all coordinates by $Z$ multiplies $T$ by $Z^2$ and $V_{ee}$ by $Z$, so

$$E_c[n_Z]=Z^2E_c^{\alpha=1/Z}[n_1].$$

Large $Z$ is thus weak coupling at the fixed density $n_1$, and the $\alpha^2$ coefficient of $E_c^\alpha$ is the limit we want.

The Kohn–Sham orbital is $\varphi_0=e^{-r}/\sqrt\pi$, with potential $-1/r$. At coupling $\alpha$ the potential holding the density fixed is $-1/r+\alpha v_1+\alpha^2v_2+\dots$, assuming this expansion exists. The first-order perturbation is $W=1/r_{12}+v_1(r_1)+v_1(r_2)$. Its matrix element to a single excitation $\varphi_0\to\varphi_k$ is $\langle k|J+v_1|0\rangle$, where $J$ is the potential of $\varphi_0^2$:

$$J(r)=\frac{1-(1+2r+2r^2)e^{-2r}}{r}+(1+2r)e^{-2r}=\frac1r-\left(1+\frac1r\right)e^{-2r}.$$

The first part comes from charge inside $r$, the second from charge outside. Choosing $v_1=-J$ removes all single excitations and with them the first-order density change. To obtain $F_\alpha$ one subtracts $\int n_1v$, with $v$ the full one-body potential, from the ground-state energy. This removes the explicit $v_1$ and $v_2$ terms, so the $\alpha^2$ coefficient is the second-order energy of $W$.

A one-body operator cannot excite two electrons at once, so for double excitations $W$ acts as $1/r_{12}$. Therefore

$$E_c^{\rm exact}\to E_2-E_2^{\rm singles},$$

where both terms belong to the perturbation $1/r_{12}$ on two electrons in the potential $-1/r$. If $\Phi_0$ were degenerate, energy denominators would vanish and this expansion would not apply.

### The single excitations

Write the first-order orbital as $g(r)\varphi_0$ (a new $g$), and let $p=4r^2e^{-2r}$ be the radial density. With $\langle J\rangle=5/8$, the first-order equation $(h+\frac12)g\varphi_0=-(J-\frac58)\varphi_0$ becomes

$$(pg')'=2p\left(J-\tfrac58\right),\qquad pg'=2F,\qquad F=\int_0^rp\left(J-\tfrac58\right)dr'.$$

The integrand is $(4r-\frac52r^2)e^{-2r}-4(r^2+r)e^{-4r}$, and its integral is

$$F=e^{-4r}\left(r^2+\tfrac32r+\tfrac38\right)+e^{-2r}\left(\tfrac54r^2-\tfrac34r-\tfrac38\right),$$

as differentiation and $F(0)=0$ confirm. The energy per electron is $\int p(J-\frac58)g\,dr=\frac12\int(pg')'g\,dr=-\frac12\int pg'^2dr=-2\int F^2/p\,dr$. For two electrons,

$$E_2^{\rm singles}=-\int_0^\infty\frac{F^2e^{2r}}{r^2}dr.$$

Squaring $F$ gives three exponentials. Their coefficients in the integrand $F^2e^{2r}/r^2$ are

- $e^{-6r}$: $\;r^2+3r+3+\frac{9}{8r}+\frac{9}{64r^2}$
- $e^{-4r}$: $\;\frac52r^2+\frac94r-\frac{33}{16}-\frac{27}{16r}-\frac{9}{32r^2}$
- $e^{-2r}$: $\;\frac{25}{16}r^2-\frac{15}{8}r-\frac38+\frac{9}{16r}+\frac{9}{64r^2}$

The polynomial parts integrate to $\frac{16}{27}-\frac{19}{64}-\frac{17}{64}=\frac{13}{432}$. The $1/r^2$ parts combine to $\frac{9}{64}e^{-2r}(1-e^{-2r})^2/r^2$. Integrating this by parts leaves no boundary term and turns it into $1/r$ terms. Together with those already present they give

$$\frac9{32}\int_0^\infty\frac{e^{-6r}-2e^{-4r}+e^{-2r}}{r}dr=-\frac9{32}(\ln6-2\ln4+\ln2)=-\frac9{32}\ln\frac34,$$

because $\int_0^\infty\sum_kc_ke^{-kr}\,dr/r=-\sum_kc_k\ln k$ when $\sum_kc_k=0$. Hence

$$E_2^{\rm singles}=\frac9{32}\ln\frac34-\frac{13}{432}=-0.111003\ \text{hartree}.$$

### The full second-order energy

Write the first-order wavefunction as $P\psi_0$, with $\psi_0\propto e^{-r_1-r_2}$. Since $\psi_0$ satisfies $H_0\psi_0=E_0\psi_0$,

$$(H_0-E_0)P\psi_0=-\frac1{2\psi_0}\sum_i\nabla_i\cdot(\psi_0^2\nabla_iP).$$

With $V=1/r_{12}$ and $E_1=\frac58$, the exact first-order function obeys $(H_0-E_0)\psi_1=-(V-E_1)\psi_0$, and $E_2=\langle\psi_1|V-E_1|\psi_0\rangle$. Consider $\langle\psi|H_0-E_0|\psi\rangle+2\langle\psi|V-E_1|\psi_0\rangle$ for a trial function $\psi=\psi_1+\delta$. At $\delta=0$ it equals $-E_2+2E_2=E_2$. The terms linear in $\delta$ cancel by the first-order equation, so the value is $E_2+\langle\delta|H_0-E_0|\delta\rangle$. The last term is non-negative because $E_0$ is the lowest eigenvalue of $H_0$, so $E_2$ is the minimum. Setting $\psi=P\psi_0$, multiplying the identity above by $P\psi_0$ and integrating by parts gives, for normalized $\psi_0$,

$$E_2=\min_P\int\psi_0^2\left[\tfrac12\sum_i|\nabla_iP|^2+2P\left(\frac1{r_{12}}-\frac58\right)\right]d^3r_1d^3r_2.$$

Use $\sigma=r_1+r_2$, $\tau=r_2-r_1$, $u=r_{12}$. The volume element is proportional to $u(\sigma^2-\tau^2)$ on $0\le\tau\le u\le\sigma$, for $P$ even in $\tau$. The derivatives along $r_1$ and $r_2$ are $P_\sigma\mp P_\tau$. The cosines between these directions and the line joining the electrons are $(u^2\mp\sigma\tau)/[u(\sigma\mp\tau)]$. Collecting terms,

$$\tfrac12\sum_i|\nabla_iP|^2=P_\sigma^2+P_\tau^2+P_u^2+\frac{2P_u[\sigma(u^2-\tau^2)P_\sigma+\tau(\sigma^2-u^2)P_\tau]}{u(\sigma^2-\tau^2)}.$$

For polynomial $P$ every integral is elementary:

$$\int\sigma^a\tau^bu^ce^{-2\sigma}\,d\tau\,du\,d\sigma=\frac{(a+b+c+2)!}{2^{a+b+c+3}(b+1)(b+c+2)}.$$

The minimum then follows from linear equations for the coefficients. With the 160 non-constant monomials up to total degree 10, $E_2=-0.157666$ hartree; going from degree 9 to 10 lowered it by $3\times10^{-7}$ hartree. Thus

$$E_c^{\rm exact}\to-0.157666+0.111003=-0.0467\ \text{hartree}\;(-1.270\ \text{eV}).$$

"Exact" refers to the nonrelativistic functional; its limit is evaluated here with a finite polynomial basis.

### Comparison

The PBE limit is lower by 0.0012 hartree, which overestimates the magnitude of the exact limit by 2.6%. LDA has no finite limit to compare. The calculation shows where the PBE value comes from: the gradient term cancels $\ln r_s$ at each point, and the remaining number is fixed by $\beta$, $\gamma$, $\omega$ and the distribution of $s$ in this density. The 2.6% agreement is shown for this density only. The PBE limit depends strongly on the shape (a two-electron Gaussian density gives $-0.0813$ hartree), and raising $\omega$ by 0.0003 hartree would move the overestimate to 3.4%.
